# Why hydrogen passivates both boron and phosphorus in silicon

## What has to be decided

A supercell calculation of a hydrogen–dopant pair in silicon needs a starting position for the hydrogen atom. Between the dopant and a silicon neighbour is a sensible start for boron. For phosphorus the same start puts H in a strongly repulsive place, and a local relaxation may stop in a minimum that is not the lowest. A device simulation faces a related choice: hydrogen may enter as an extra charged impurity, or as something that removes the dopant's charge. Both decisions depend on the charge hydrogen takes and on where that charge lets it bond.

Four contributions are separated below: electron transfer, pairing, the choice of site, and the absence of a shallow level in the finished pair. Passivation here means that a carrier is removed and the dopant ion is neutralized by a bound partner. Carrier removal alone is compensation.

The example has $N=1\times10^{17}\ \mathrm{cm^{-3}}$ dopants, either B or P, and $H=8\times10^{16}\ \mathrm{cm^{-3}}$ hydrogen atoms at 400 K, where $kT=0.03447$ eV. Energies are measured from the conduction-band edge, so levels in the gap are negative. Hydrogen levels, binding energies and migration barriers are rough, rounded inputs.

## Contribution 1: electron transfer

In silicon, H$^+$ sits at the centre of a Si–Si bond and H$^-$ at a tetrahedral interstice. Neutral H$^0$ is taken at the bond centre. Let $\varepsilon_+$ be the Fermi level at which H$^+$ and H$^0$ have equal formation energies, and $\varepsilon_-$ the one at which H$^0$ and H$^-$ do. Making H$^+$ hands an electron to the reservoir at $E_F$; making H$^-$ takes one from it. Hence

$$E_+=E_0+(E_F-\varepsilon_+),\qquad E_-=E_0-(E_F-\varepsilon_-).$$

There are two bond centres and one tetrahedral site per Si atom, and H$^0$ has two spin states. The statistical weights relative to $e^{-E_0/kT}$ are therefore

$$w_+=2e^{-(E_F-\varepsilon_+)/kT},\qquad w_0=4,\qquad w_-=e^{(E_F-\varepsilon_-)/kT}.$$

The inputs are $\varepsilon_+=-0.20$ eV and $\varepsilon_-=-0.60$ eV. The acceptor level lies below the donor level, so $U=\varepsilon_--\varepsilon_+=-0.40$ eV is negative. The lattice rearrangement that goes with the change of site outweighs the repulsion of the added electron.

Setting $w_+=w_-$ and taking logarithms gives $\ln2=(2E_F-\varepsilon_+-\varepsilon_-)/kT$, or

$$E_F=\frac{\varepsilon_++\varepsilon_-}{2}+\frac{kT}{2}\ln2=-0.388\ \text{eV}.$$

Below this level H$^+$ outnumbers H$^-$; above it the order is reversed. To see whether H$^0$ ever matters, note that the product $w_+w_-=2e^{-U/kT}$ does not depend on $E_F$. The sum of two positive numbers with a fixed product is smallest when they are equal, so the largest neutral share is

$$f_0^{\max}=\frac{4}{4+2\sqrt2\,e^{-U/2kT}}=0.0043.$$

If the two levels are exchanged, so that $U=+0.40$ eV, the largest neutral share becomes 0.998. Negative $U$ is thus what removes the window of neutral hydrogen.

In the boron-doped sample $E_F$ lies at $-0.839$ eV, below the crossing, so hydrogen gives up its electron, which fills a hole. In the phosphorus-doped sample $E_F$ lies at $-0.265$ eV, above the crossing, so hydrogen takes an electron from the conduction band. The resulting ion has the opposite charge to the dopant ion in both cases:

$$\mathrm{H^0}+h^++\mathrm{B^-}\to\mathrm{H^+}+\mathrm{B^-},\qquad \mathrm{H^0}+e^-+\mathrm{P^+}\to\mathrm{H^-}+\mathrm{P^+}.$$

**What this contributes.** Let $x$ be the density of neutral pairs. In n-type material, neglecting holes and the small H$^+$ and H$^0$ shares, charge neutrality reads $n+(H-x)=N-x$, so

$$n=(N-x)-(H-x)=N-H=2\times10^{16}\ \mathrm{cm^{-3}}.$$

The p-type balance $p+(H-x)=N-x$ gives the same number of holes. The pair density cancels, so electron transfer accounts for the whole loss of carriers. Solving for the Fermi level with all charge states included gives $2.00\times10^{16}\ \mathrm{cm^{-3}}$ for boron. For phosphorus it gives $2.00\times10^{16}$ with pairing and $2.01\times10^{16}$ without. The small excess arises because residual H$^0$ removes no electron and residual H$^+$ adds one.

A control shows that the acceptor level is essential. With $\varepsilon_-$ moved to $+0.6$ eV, out of reach, hydrogen in the phosphorus-doped sample acts as a donor and $n$ rises to $1.27\times10^{17}\ \mathrm{cm^{-3}}$.

## Contribution 2: pairing

Free hydrogen ions occupy a small fraction $y=(H-x)/N_s$ of their $N_s$ available sites. Each dopant ion offers four equivalent pair positions, lower in energy by the binding energy $E_b$. The ratio of paired to unpaired dopants is then

$$\frac{x}{N-x}=4y\,e^{E_b/kT}.$$

Inserting $y$ and multiplying by $N-x$,

$$x=K(N-x)(H-x),\qquad K=\frac{4}{N_s}e^{E_b/kT}.$$

Dividing by $K$ and collecting terms gives a quadratic,

$$x^2-sx+NH=0,\qquad s=N+H+\frac1K,\qquad x=\frac{s-\sqrt{s^2-4NH}}{2}.$$

The minus sign is required because $x$ cannot exceed $H$.

For phosphorus, $N_s=5\times10^{22}\ \mathrm{cm^{-3}}$ and $E_b=0.5$ eV give $K=1.595\times10^{-16}\ \mathrm{cm^3}$. Then $1/K=6.27\times10^{15}$ and $s=1.863\times10^{17}\ \mathrm{cm^{-3}}$, so $x=6.7\times10^{16}\ \mathrm{cm^{-3}}$: 84 % of the hydrogen is paired. For boron, $N_s=1\times10^{23}\ \mathrm{cm^{-3}}$ and $E_b=0.8$ eV give $K=4.80\times10^{-13}\ \mathrm{cm^3}$, and 99.99 % is paired. The stronger pairing of boron follows from the chosen binding energies; the model does not predict it.

**What this contributes.** Pairing leaves the carrier count alone and changes the number of charged scattering centres, which is

$$(N-x)+(H-x)=N+H-2x.$$

Before hydrogen enters there are $1.0\times10^{17}\ \mathrm{cm^{-3}}$. With electron transfer but no pairing there would be $1.8\times10^{17}$. With pairing there are $2.0\times10^{16}$ for boron and $4.6\times10^{16}$ for phosphorus. Where ionized impurities limit the mobility, pure compensation therefore tends to lower it and passivation to raise it. Neutral pairs still scatter weakly, through their dipoles.

If the binding were so weak that $KN\ll1$ at 400 K, then $x\approx KNH\ll H$: hydrogen would still compensate but hardly passivate.

**How fast it happens.** Opposite charges attract with $U(r)=-kT\,R/r$, where $R=e^2/(4\pi\epsilon kT)=3.57$ nm at 400 K. Let hydrogen with diffusivity $D$ and distant concentration $c_\infty$ be captured at a contact distance $a=0.25$ nm. The steady inward flow $J$ through every sphere is

$$J=4\pi r^2D\left(\frac{dc}{dr}+\frac{c}{kT}\frac{dU}{dr}\right)=4\pi r^2D\,e^{-U/kT}\frac{d}{dr}\left(c\,e^{U/kT}\right).$$

Divide by $4\pi r^2De^{-U/kT}$ and integrate from $a$, where $c=0$, to infinity, where $U=0$:

$$c_\infty=\frac{J}{4\pi D}\int_a^\infty\frac{e^{-R/r}}{r^2}\,dr=\frac{J}{4\pi D}\,\frac{1-e^{-R/a}}{R}.$$

The substitution $v=1/r$ does the integral. The capture constant is

$$k_c=\frac{J}{c_\infty}=\frac{4\pi DR}{1-e^{-R/a}}\approx4\pi DR,$$

since $R/a\approx14$. The charges thus replace a contact radius of 0.25 nm by a capture radius of 3.57 nm. Screening by carriers is neglected; at $10^{17}\ \mathrm{cm^{-3}}$ carriers it would reduce the capture radius to about 3.0 nm.

With $D=0.01\,e^{-E_m/kT}\ \mathrm{cm^2/s}$ and barriers $E_m$ of 0.5 eV for H$^+$ and 0.7 eV for H$^-$, the initial capture time $1/(k_cN)$ at 400 K is 0.4 ms near boron and 0.15 s near phosphorus. In equilibrium capture balances release, $k_c(N-x)(H-x)=x/\tau$, so $\tau=K/k_c$. This gives about 20 s for B–H and 2 s for P–H at 400 K. At 300 K the times grow to about $5\times10^6$ s (some 50 days) and $2\times10^5$ s (some 2 days). These are times for one release. A released ion can be captured again, so passivation can outlast them.

## Contribution 3: the bonding site

The charge states fix the number of electrons available where hydrogen meets the dopant–silicon bond. That bond holds two electrons in both B$^-$–Si and P$^+$–Si:

- B$^-$–Si with H$^+$: $2+0=2$ electrons.
- P$^+$–Si with H$^-$: $2+2=4$ electrons.

In each pair two electrons form a Si–H bond. Boron keeps three bonds and an empty orbital; phosphorus keeps three bonds and a lone pair. The site question becomes whether the Si–H bond may point at that remaining orbital.

Let the filled Si–H orbital have energy $E_s$ and the dopant orbital $E_x$, with overlap $S$ and coupling $\beta$. The combined levels satisfy

$$(E_s-E)(E_x-E)-(\beta-ES)^2=0.$$

Expanding and ordering by powers of $E$,

$$(1-S^2)E^2-(E_s+E_x-2\beta S)E+E_sE_x-\beta^2=0.$$

**Two electrons.** At $E=E_s$ the left side equals $-(\beta-E_sS)^2$, which is negative unless $\beta=E_sS$. The parabola opens upward, so $E_s$ lies between its roots and the lower root is below $E_s$. Two electrons in that root gain energy.

**Four electrons.** Both levels are filled. With $\bar E=(E_s+E_x)/2$, the sum of the roots is $(2\bar E-2\beta S)/(1-S^2)$, so the energy change is

$$\Delta E_4=2\left[\frac{2\bar E-2\beta S}{1-S^2}-2\bar E\right]=\frac{4\bar ES^2-4\beta S}{1-S^2}=-\frac{4S(\beta-\bar ES)}{1-S^2}.$$

With the usual proportional estimate $\beta=\kappa S\bar E$, this becomes $-4S^2(\kappa-1)\bar E/(1-S^2)$. It is positive for $\kappa>1$ and $\bar E<0$: the antibonding level rises by more than the bonding level falls.

To isolate the electron count, take the same orbitals in both cases: $E_s=-12$ eV, $E_x=-10$ eV, $S=0.25$, $\kappa=1.75$, hence $\beta=-4.81$ eV. Two electrons change the energy by $-1.8$ eV and four by $+2.2$ eV. The signs matter here; the sizes belong to the chosen parameters.

**A molecular comparison.** BH$_3$ or PH$_3$ can stand for the threefold dopant and SiH$_4$ for the silicon neighbour. The Si atom and one of its hydrogens are reflected through the plane of the other three, which stays fixed relative to the dopant. The Si–H bond then points either towards the dopant, as at the bond centre, or away from it, as at the antibonding site of silicon. Neither molecule changes its internal geometry, so the energy difference comes from their interaction alone. At the MP2/6-31G** level, $E(\text{towards})-E(\text{away})$ is:

| Dopant–H distance when towards (Å) | B (eV) | P (eV) |
|---|---:|---:|
| 1.5 | +0.06 | +3.33 |
| 1.8 | −0.04 | +1.59 |
| 2.1 | −0.05 | +0.72 |

For phosphorus the lone pair rejects the Si–H bond at every distance tried. For boron the two orientations are nearly equal in energy. Correcting for basis-set superposition at 2.1 Å changes the boron value from −0.05 to −0.03 eV. Without that correction, the larger cc-pVTZ basis gives −0.11 eV at the same distance, a shift of 0.06 eV. For phosphorus at 2.1 Å the larger basis gives +0.65 instead of +0.72 eV. The other entries were computed only in the smaller basis, so their decimals should not be taken as converged. Boron differences this small and this dependent on the basis do not establish a preference. The strong net attraction of the two-orbital model is absent. A Hartree–Fock calculation in the 6-31G** basis shows why for H pointing towards boron at 1.5 Å: bringing the molecules together with frozen orbitals costs 1.3 eV, and letting the orbitals relax returns only 0.9 eV. The frozen part includes repulsion between the Si–H bond and the filled B–H bonds, which the two-orbital model omits.

**What this contributes.** The comparison suggests why phosphorus avoids the bond centre while boron can accept it. It does not show why boron selects it. At 1.35 Å, close to the B–H distance in the crystal pair, pointing towards boron costs about 0.2 eV in the 6-31G** basis but only about 0.03 eV in cc-pVTZ, both without superposition correction. The value is not converged, but either one is far less than the cost for phosphorus at 1.5 Å. A plausible reason is the lattice, which the molecules lack. To bond hydrogen on its far side, silicon must move towards or through the plane of its three other neighbours, which distorts their bond angles. In a Si$_4$H$_{10}$ cluster with fixed outer atoms and no dopant, moving hydrogen to the far side costs about 1.7 eV at the MP2/6-31G* level when the central silicon shifts by 0.6 to 0.9 Å along the axis, and about 3 eV for a full reflection through the plane. Escape from the phosphorus lone pair can pay for this at a P–H distance of 1.5 Å, where the table gives 3.33 eV, but not at 2.1 Å, where it gives 0.72 eV. For boron there is no comparable repulsion to escape. The bond centre has its own cost, since boron and silicon must move apart, so the balance needs a relaxed crystal calculation.

The accepted structures agree with this picture: H lies between B and Si in the boron pair, and on the antibonding side of a Si neighbour in the phosphorus pair.

## Contribution 4: no shallow level remains

An isolated dopant ion binds a carrier through its long Coulomb tail. A neutral pair has no such tail. At long range its potential is at most that of a dipole, with charges $\pm e$ separated by $d$; its short-range potential is not treated here. For an electron of effective mass $m$, multiply the Schrödinger equation by $2mr^2/\hbar^2$. Far from the pair, the angular part is

$$L^2-2p\cos\theta,\qquad p=\frac{d}{a^*},\qquad a^*=\frac{4\pi\epsilon\hbar^2}{me^2},$$

where $L^2$ has eigenvalues $l(l+1)$. If its lowest eigenvalue is $\lambda$, the zero-energy radial function obeys $u''=\lambda u/r^2$. Trying $u=r^q$ gives $q(q-1)=\lambda$, so

$$q=\frac12\pm\sqrt{\frac14+\lambda}.$$

For $\lambda<-1/4$ the exponent is complex and $u$ oscillates without end at large $r$, which signals bound states. The threshold is $p=0.639$; it is a known result that two separated point charges have the same threshold.

With a typical electron mass of 0.26 free-electron masses, the critical separation is 1.52 nm. The conduction-band mass is anisotropic, however. Scaling each coordinate by the square root of its mass makes the kinetic energy isotropic again and leaves a $1/r^2$ potential with a changed angular part. For masses of 0.19 across and 0.92 along the valley axis, and a dipole along a bond, the critical separation becomes 1.31 nm. The P–H distance is roughly 0.40 nm if silicon stays near its lattice site and 0.54 nm if it moves fully through the plane of its neighbours. Both are well below the threshold.

For the hole near a B–H pair, take the heaviest band-edge mass, about 0.72 along [111], in all directions. The critical separation is then 0.55 nm, against a B–H distance of about 0.14 nm. Above the spin-orbit splitting the mass along [110] is much larger, but only in a narrow range of directions. Treating the coupled valence bands with a dipole along a bond gives 1.1 nm at the band edge and about 0.7 nm with spin-orbit coupling neglected. These are estimates for the dipole alone, and a continuum dielectric constant is doubtful at such short distances.

Deep levels are a separate matter. Both pairs have closed shells, with every electron in a bond or lone pair, which makes an empty gap plausible. Placing those orbitals relative to the band edges requires a crystal calculation.

## The example beside real silicon

The least secure numbers are the times. The release time varies as $e^{(E_b+E_m)/kT}$, so an error of 0.1 eV in either energy changes it by a factor of about 18 at 400 K and 48 at 300 K. The paired share for phosphorus is also sensitive: changing its binding energy by $-0.1$ or $+0.1$ eV moves it from 84 % to 38 % or 98 %. Dopant freeze-out before hydrogenation is a smaller effect, about 4 % for the acceptors. Real samples can also break the assumption of a fixed, uniform hydrogen content. Hydrogen enters from a surface, forms H$_2$ and can leave on heating; the size of that effect depends on the process and is not estimated here. If hydrogen exceeds the dopant density, $N-H$ no longer gives the carrier density, and the charge balance must be solved again with both hydrogen ions present. The remaining values are in the numerical output.

## Table of computed values

```
Inputs: T = 400 K, kT = 0.03447 eV, gap = 1.10 eV
Dopants N = 1.0e+17, hydrogen H = 8.0e+16 cm^-3
Band densities Nc = 4.34e+19, Nv = 3.86e+19 cm^-3
H levels from Ec: (+/0) -0.20, (0/-) -0.60 eV
U = -0.40 eV
H+ and H- equally likely at EF - Ec = -0.3881 eV
Largest H0 share: 0.0043
Largest H0 share, positive-U control: 0.9979
B: binding 0.80 eV, barrier 0.50 eV
B: K = 4.804e-13 cm^3
B: EF - Ec = -0.8392 eV, carriers = 2.0000e+16 cm^-3
B: carriers without pairing = 2.0000e+16 cm^-3
B: pairs = 7.9992e+16 cm^-3, share of H paired = 0.9999
B: share of free H with opposite charge = 1.00000
B: charged centres 1.80e+17 -> 2.002e+16 cm^-3
B: 400 K capture 4.44e-04 s, release 2.13e+01 s
B: 300 K capture 4.20e-02 s, release 4.62e+06 s
P: binding 0.50 eV, barrier 0.70 eV
P: K = 1.595e-16 cm^3
P: EF - Ec = -0.2647 eV, carriers = 2.0023e+16 cm^-3
P: carriers without pairing = 2.0142e+16 cm^-3
P: pairs = 6.7164e+16 cm^-3, share of H paired = 0.8396
P: share of free H with opposite charge = 0.99898
P: charged centres 1.80e+17 -> 4.567e+16 cm^-3
P: 400 K capture 1.47e-01 s, release 2.35e+00 s
P: 300 K capture 9.61e+01 s, release 1.93e+05 s
P control, H without acceptor level: n = 1.272e+17 cm^-3
P paired share, binding -/+ 0.1 eV: 0.379 / 0.984
Coulomb radius at 400 K: 3.571 nm; at 300 K: 4.761 nm
Diffusion prefactor 0.01 cm^2/s, contact radius 0.25 nm
Orbital model: Es -12.0, Ex -10.0, beta -4.812 eV, S 0.25, k 1.75
Two-electron energy change: -1.761 eV
Four-electron energy change: 2.200 eV
MP2/6-31G** E(H towards dopant) - E(H away), eV:
  dopant-H 1.5 angstrom: B +0.062, P +3.334
  dopant-H 1.8 angstrom: B -0.035, P +1.590
  dopant-H 2.1 angstrom: B -0.053, P +0.724
B at 2.1 angstrom, counterpoise-corrected: -0.025 eV
Critical dipole: 0.6393 e x effective Bohr radius
Critical separation, mass 0.26: 1.522 nm
Critical separation, mass 0.92: 0.430 nm
P to H separation, rough: 0.40 nm
Neglected dopant freeze-out before H, acceptor: 3.8 %
```
